# Outer-Gap Variation in Spacer Quadruple Patterning: test program

```python
# Spacer quadruple patterning: spread of the outer gap.
# Result under test: G_out = P - M - 2*S1 - 2*S2, and for independent M, S1, S2
#   Var(G_out) = sM^2 + 4*s1^2 + 4*s2^2   (sqrt(3) nm for 1, 0.5, 0.5 nm).
# P mandrel pitch, M mandrel width, S1 and S2 sidewall thicknesses of the first
# and second film; sM, s1, s2 their standard deviations. Lengths in nm.
# Each film is equally thick on all walls and all mandrels share one width
# error, unless a test relaxes this.
import itertools
import math
import numpy as np
from scipy.ndimage import binary_dilation

P, M, S1, S2 = 128.0, 48.0, 16.0, 16.0
sM, s1, s2 = 1.0, 0.5, 0.5
SPACER, INNER, OUTER = 0, 1, 3      # positions in the left-to-right gap list


def gap_formulas(m, a, b):
    return np.array([a, m - 2*b, P - m - 2*a - 2*b])


# Cell model: grow a film on every exposed wall, then remove the core.
def grid_gaps(m, a, b, cell=0.25):
    x = np.arange(-100, P + 100, cell) + cell/2
    solid = (np.abs(x) < m/2) | (np.abs(x - P) < m/2)
    for thickness in (a, b):
        grown = binary_dilation(solid, iterations=int(round(thickness/cell)))
        solid = grown & ~solid
    edges = np.flatnonzero(np.diff(solid.astype(int)))
    return (edges[2::2] - edges[1:-1:2])*cell


for dims in [(48, 16, 16), (50, 15.5, 17), (45, 18, 14.5)]:
    measured = grid_gaps(*dims)
    assert len(measured) == 7
    assert np.allclose(measured[[SPACER, INNER, OUTER]], gap_formulas(*dims))


# Edge model: lines[sample, line, (left edge, right edge)], two mandrels.
def coat_and_remove_core(lines, film):
    left, right = lines[..., 0], lines[..., 1]
    left_spacer = np.stack([left - film[..., 0], left], axis=-1)
    right_spacer = np.stack([right, right + film[..., 1]], axis=-1)
    pairs = np.stack([left_spacer, right_spacer], axis=-2)
    return pairs.reshape(len(lines), -1, 2)


def widen(lines, bias):
    half = bias[:, None]/2
    return np.stack([lines[..., 0] - half, lines[..., 1] + half], axis=-1)


def process_gaps(width, centre, film1, film2, bias1, bias2):
    lines = np.stack([centre - width/2, centre + width/2], axis=-1)
    lines = widen(coat_and_remove_core(lines, film1), bias1)
    lines = widen(coat_and_remove_core(lines, film2), bias2)
    return lines[:, 1:, 0] - lines[:, :-1, 1]


def shared_gaps(m, a, b):
    m, a, b = (np.atleast_1d(np.asarray(v, float)) for v in (m, a, b))
    n = len(m)
    centre = np.tile([0.0, P], (n, 1))
    return process_gaps(np.repeat(m[:, None], 2, axis=1), centre,
                        np.ones((n, 2, 2))*a[:, None, None],
                        np.ones((n, 4, 2))*b[:, None, None],
                        np.zeros(n), np.zeros(n))


nominal = shared_gaps(M, S1, S2)[0]
assert np.allclose(nominal, 16.0)
closure = 2*nominal[SPACER] + nominal[INNER] + nominal[OUTER] + 4*S2
assert abs(closure - P) < 1e-10

# Sensitivities by central differences through the edge model.
base, step = np.array([M, S1, S2]), 0.1
slopes = []
for k in range(3):
    shift = step*np.eye(3)[k]
    up = shared_gaps(*(base + shift))[0, OUTER]
    down = shared_gaps(*(base - shift))[0, OUTER]
    slopes.append((up - down)/(2*step))
assert np.allclose(slopes, [-1, -2, -2])

# Exact spreads: every parameter takes nominal +/- one standard deviation.
signs = np.array(list(itertools.product([-1, 1], repeat=3)))
trial = base + signs*np.array([sM, s1, s2])
gaps = shared_gaps(*trial.T)
sd_spacer, sd_inner, sd_outer = gaps[:, [SPACER, INNER, OUTER]].std(axis=0)
walk = gaps[:, OUTER] - gaps[:, INNER]
covariance = np.cov(gaps[:, INNER], gaps[:, OUTER], bias=True)[0, 1]
var_terms = np.array([sM**2, 4*s1**2, 4*s2**2])
assert abs(sd_outer - math.sqrt(var_terms.sum())) < 1e-10
assert abs(sd_spacer - s1) < 1e-10
assert abs(sd_inner - math.sqrt(sM**2 + 4*s2**2)) < 1e-10
assert abs(walk.std() - math.sqrt(4*sM**2 + 4*s1**2)) < 1e-10
assert abs(covariance - (-sM**2 + 4*s2**2)) < 1e-10
# The covariance law is also checked where it does not vanish.
other = shared_gaps(*(base + signs*np.array([1.5, 0.5, 0.4])).T)
other_cov = np.cov(other[:, INNER], other[:, OUTER], bias=True)[0, 1]
assert abs(other_cov - (-1.5**2 + 4*0.4**2)) < 1e-10

# Random sampling with partly shared errors and with neglected effects.
rng = np.random.default_rng(12345)
N = 200000


def partly_shared(common, r, shape):
    common = common.reshape((N,) + (1,)*len(shape))
    local = rng.standard_normal((N,) + shape)
    return math.sqrt(r)*common + math.sqrt(1 - r)*local


def sample_outer(rM=1.0, r1=1.0, r2=1.0, r12=0.0, place=0.0, bias=0.0,
                 deficit=0.0):
    zM, z1, zx = rng.standard_normal((3, N))
    z2 = r12*z1 + math.sqrt(1 - r12**2)*zx
    width = M + sM*partly_shared(zM, rM, (2,))
    film1 = S1*(1 - deficit) + s1*partly_shared(z1, r1, (2, 2))
    film2 = S2*(1 - deficit) + s2*partly_shared(z2, r2, (4, 2))
    centre = np.array([0.0, P]) + place*rng.standard_normal((N, 2))
    b1, b2 = bias*rng.standard_normal((2, N))
    return process_gaps(width, centre, film1, film2, b1, b2)[:, OUTER]


def shared_formula(rM, r1, r2):
    return math.sqrt(sM**2*(1 + rM)/2 + 2*s1**2*(1 + r1) + 2*s2**2*(1 + r2))


# Sampling error of a standard deviation is about 0.16 percent here.
TOL = 0.01
for r in [(1, 1, 1), (1, 0, 0), (0, 0, 0), (0.3, 0.8, 0.5)]:
    assert abs(sample_outer(*r).std()/shared_formula(*r) - 1) < TOL
sd_walls = shared_formula(1, 0, 0)
sd_local = shared_formula(0, 0, 0)

limit = 3.2
outside = math.erfc(limit/(sd_outer*math.sqrt(2)))
sampled = sample_outer()
sampled_outside = np.mean(np.abs(sampled - nominal[OUTER]) > limit)
assert abs(sampled_outside - outside) < 0.003

place, bias, r12, deficit = 0.5, 0.5, 0.5, 0.03
base_var = var_terms.sum()
add_place, add_bias, add_corr = 2*place**2, 2*bias**2, 8*r12*s1*s2
sd_place = math.sqrt(base_var + add_place)
sd_bias = math.sqrt(base_var + add_bias)
sd_corr = math.sqrt(base_var + add_corr)
sd_all = math.sqrt(base_var + add_place + add_bias + add_corr)
assert abs(sample_outer(place=place).std()/sd_place - 1) < TOL
assert abs(sample_outer(bias=bias).std()/sd_bias - 1) < TOL
assert abs(sample_outer(r12=r12).std()/sd_corr - 1) < TOL
combined = sample_outer(place=place, bias=bias, r12=r12)
assert abs(combined.std()/sd_all - 1) < TOL
mean_shift = 2*deficit*(S1 + S2)
thin = sample_outer(deficit=deficit)
assert abs(thin.mean() - nominal[OUTER] - mean_shift) < 0.03

print(f"Mandrel pitch P: {P:.0f} nm")
print(f"Final pitch P/4: {P/4:.0f} nm")
print(f"Mandrel width M: {M:.0f} nm")
print(f"Film thicknesses S1, S2: {S1:.0f}, {S2:.0f} nm")
print(f"Input standard deviations M, S1, S2: {sM:.1f}, {s1:.1f}, {s2:.1f} nm")
print("Nominal spacer, inner, outer gap: "
      f"{nominal[SPACER]:.1f}, {nominal[INNER]:.1f}, {nominal[OUTER]:.1f} nm")
print("Outer-gap slopes to M, S1, S2: "
      + ", ".join(f"{v:.2f}" for v in slopes) + " (no unit)")
print("Outer-gap variance from M, S1, S2: "
      + ", ".join(f"{v:.2f}" for v in var_terms) + " nm^2")
print(f"Outer-gap total variance: {base_var:.2f} nm^2")
print(f"Outer-gap standard deviation: {sd_outer:.2f} nm")
print(f"Spacer-gap standard deviation: {sd_spacer:.2f} nm")
print(f"Inner-gap standard deviation: {sd_inner:.2f} nm")
print(f"Inner-outer covariance: {abs(round(covariance, 6)):.2f} nm^2")
print(f"Standard deviation of outer minus inner gap: {walk.std():.2f} nm")
print(f"Three standard deviations of outer gap: {3*sd_outer:.2f} nm")
print(f"The same over nominal gap: {300*sd_outer/nominal[OUTER]:.1f} percent")
print(f"Gaussian fraction outside +/-{limit:.1f} nm: {100*outside:.1f} percent")
print("Gap closure lies at: "
      f"{nominal[OUTER]/sd_outer:.1f} standard deviations")
print(f"Shared mandrel error, independent walls: {sd_walls:.2f} nm")
print(f"All errors local and independent: {sd_local:.2f} nm")
print(f"Assumed placement error per mandrel: {place:.1f} nm")
print(f"Outer-gap spread with placement error: {sd_place:.2f} nm")
print(f"Assumed width-bias spread per transfer: {bias:.1f} nm")
print(f"Outer-gap spread with two transfer biases: {sd_bias:.2f} nm")
print(f"Assumed correlation of the two depositions: {r12:.1f} (no unit)")
print(f"Outer-gap spread with that correlation: {sd_corr:.2f} nm")
print(f"Outer-gap spread with all three effects: {sd_all:.2f} nm")
print(f"Assumed sidewall thickness deficit: {100*deficit:.0f} percent")
print(f"Mean outer-gap shift from deficit: {mean_shift:+.2f} nm")
print("verified")
```

Printed output:

```
Mandrel pitch P: 128 nm
Final pitch P/4: 32 nm
Mandrel width M: 48 nm
Film thicknesses S1, S2: 16, 16 nm
Input standard deviations M, S1, S2: 1.0, 0.5, 0.5 nm
Nominal spacer, inner, outer gap: 16.0, 16.0, 16.0 nm
Outer-gap slopes to M, S1, S2: -1.00, -2.00, -2.00 (no unit)
Outer-gap variance from M, S1, S2: 1.00, 1.00, 1.00 nm^2
Outer-gap total variance: 3.00 nm^2
Outer-gap standard deviation: 1.73 nm
Spacer-gap standard deviation: 0.50 nm
Inner-gap standard deviation: 1.41 nm
Inner-outer covariance: 0.00 nm^2
Standard deviation of outer minus inner gap: 2.24 nm
Three standard deviations of outer gap: 5.20 nm
The same over nominal gap: 32.5 percent
Gaussian fraction outside +/-3.2 nm: 6.5 percent
Gap closure lies at: 9.2 standard deviations
Shared mandrel error, independent walls: 1.41 nm
All errors local and independent: 1.22 nm
Assumed placement error per mandrel: 0.5 nm
Outer-gap spread with placement error: 1.87 nm
Assumed width-bias spread per transfer: 0.5 nm
Outer-gap spread with two transfer biases: 1.87 nm
Assumed correlation of the two depositions: 0.5 (no unit)
Outer-gap spread with that correlation: 2.00 nm
Outer-gap spread with all three effects: 2.24 nm
Assumed sidewall thickness deficit: 3 percent
Mean outer-gap shift from deficit: +1.92 nm
verified
```
